\section*{All-electron overlap of PAW orbitals between two geometries with displaced spheres, part 2}

We seek the overlap of projector augmented-wave (PAW) orbitals $\psi=T_R\tilde\psi$ and $\psi'=T_{R'}\tilde\psi'$ when an atom moves by $d$ along $z$. Units are Hartree atomic units; primes mark the new geometry. Real partial waves $\phi_i$ and smooth partners $\tilde\phi_i$ agree beyond $r_c$, in value and $k$ derivatives there; $\chi_i=\phi_i-\tilde\phi_i$. Projectors $p_i$ obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$, and $T_R=1+\sum|\chi_i\rangle\langle p_i|$. With $P_i=\langle p_i|\tilde\psi\rangle$, $P'_j=\langle p'_j|\tilde\psi'\rangle$ and sphere labels $a,b$,
\begin{align}
\langle\psi|\psi'\rangle&=\langle\tilde\psi|\tilde\psi'\rangle+\sum_{ai}P_i^{a*}\langle\chi_i^a|\tilde\psi'\rangle+\sum_{bj}\langle\tilde\psi|\chi_j'^b\rangle P_j'^b\nonumber\\
&\quad+\sum_{ai,bj}P_i^{a*}D_{ij}^{ab}P_j'^b,\qquad D_{ij}^{ab}=\langle\chi_i^a|\chi_j'^b\rangle. \tag{3}
\end{align}
The usual operator is $S_R=1+\sum|p_i\rangle q_{ij}\langle p_j|$, $q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$. With $X_{ij}=\langle\chi_i|\tilde\phi_j\rangle$, $\Pi_j=\langle p_j|\tilde\psi'\rangle$, $\rho[f]=f-\sum_k\tilde\phi_k\langle p_k|f\rangle$,
\begin{equation}
\langle f|T_R^\dagger T_R-S_R|g\rangle=\sum_i\langle f|p_i\rangle\langle\chi_i|\rho[g]\rangle+\sum_j\langle\rho[f]|\chi_j\rangle\langle p_j|g\rangle. \tag{6}
\end{equation}
\begin{equation}
\langle\psi|\psi'\rangle-\langle\tilde\psi|S_R|\tilde\psi'\rangle=\sum_j\langle\psi|\chi'_j\rangle P'_j-\sum_j\langle\psi|\chi_j\rangle\Pi_j+\sum_iP_i^*\langle\chi_i|\rho[\tilde\psi']\rangle. \tag{7}
\end{equation}
For $\chi_i=\chi_lY_{l0}$, $\chi_j=\chi_{l'}Y_{l'0}$, $F_l=\int_0^{r_c}r^2j_l(kr)\chi_l\,dr$ ($k$ here a wave number) and $w_{ll'L}$ the squared zero-projection $3j$ symbol,
\begin{equation}
D=\frac2\pi\sum_L(-1)^{\frac{l-l'-L}2}(2L+1)\sqrt{(2l+1)(2l'+1)}\,w_{ll'L}\int_0^\infty\! k^2F_lF_{l'}\,j_L(kd)\,dk. \tag{8}
\end{equation}
If both smooth expansions hold throughout both spheres,
\begin{align}
\langle\psi|\psi'\rangle&=\langle\tilde\psi|\tilde\psi'\rangle+P^\dagger Q(\mathbf d)P',\nonumber\\
Q_{ij}&=\langle\chi_i|\tilde\phi'_j\rangle+\langle\tilde\phi_i|\chi'_j\rangle+D_{ij}=\int(\phi_i\phi'_j-\tilde\phi_i\tilde\phi'_j)\,d^3r, \tag{9}
\end{align}
The crescent, the old sphere outside the new, contributes $O(d^{k+2})$ to integrals against $\chi$. For small $d$,
\begin{equation}
Q=q-d\,n+\tfrac12d^2Q''+\dots,\qquad n_{ij}=\langle\phi_i|\partial_z\phi_j\rangle-\langle\tilde\phi_i|\partial_z\tilde\phi_j\rangle. \tag{10}
\end{equation}
With $R_0,R_1$ the $s,p$ radial parts,
\begin{equation}
Q''_{ss}=-\tfrac23\Delta T,\qquad \Delta T=\tfrac12\int_0^{r_c}\Big[\big(\partial_rR_0\big)^2-\big(\partial_r\tilde R_0\big)^2\Big]r^2dr, \tag{11}
\end{equation}
\begin{equation}
\langle s|\partial_zp\rangle=\frac1{\sqrt3}\int R_0\Big(\partial_rR_1+\frac{2R_1}r\Big)r^2dr,\qquad\langle p|\partial_zs\rangle=\frac1{\sqrt3}\int R_1\,\partial_rR_0\,r^2dr. \tag{12}
\end{equation}
Substitutes are $S_R$, $S_{R'}$, their mean, and the mixed form $1+\sum|p_i\rangle q_{ij}\langle p'_j|$. True overlap minus substitute is $d\,P^\dagger EP'+O(d^2)$, with $M_{jk}=\langle p_j|\partial_z\tilde\phi_k\rangle$ and
\begin{align}
E(S_R)&=-n+qM,& E(S_{R'})&=-n-M^Tq,\nonumber\\
E(\text{mean})&=-n+\tfrac12(qM-M^Tq),& E(\text{mixed})&=-n, \tag{13}
\end{align}

The example is the one-electron hydrogen-like ion with $Z=3$, nonrelativistic with a fixed point nucleus, whose $n=2$ orbitals have overlaps in closed form. The sphere has $r_c=1.5$ bohr. The partial waves are $2s$, $3s$, $2p_z$, $3p_z$; each pseudo wave is $r^l$ times a cubic in $r^2$ with $k=3$; the projectors are the dual combinations of $(1-r^2/r_c^2)^4\tilde\phi$. At the nucleus the $2s$ radial function is $3.674$ and its nodeless pseudo partner $-0.197$ in atomic units. The orbitals are partial waves, so $P$ and $P'$ are unit vectors and (9) holds at any $d$. With $\zeta=Z/2$, $\phi_{2s}=\zeta^{3/2}\pi^{-1/2}(1-\zeta r)e^{-\zeta r}$ and $\phi_{2p}=\zeta^{3/2}\pi^{-1/2}\zeta z\,e^{-\zeta r}$. In prolate spheroidal coordinates $r_{1,2}=d(\xi\pm\eta)/2$, $z_2=d(\xi\eta-1)/2$, $d^3r=(d/2)^3(\xi^2-\eta^2)d\xi\,d\eta\,d\varphi$. With $p=\zeta d$ (a number from here on) the prefactor is $2\pi\zeta^3(d/2)^3/\pi=p^3/4$, and
\begin{equation}
\langle2s|2p'\rangle=\frac{p^4}8\int_1^\infty\!d\xi\,e^{-p\xi}\!\int_{-1}^1\!d\eta\Big[1-\frac p2(\xi+\eta)\Big](\xi\eta-1)(\xi^2-\eta^2).
\end{equation}
The part of the first two factors even in $\eta$ is $-(1-p\xi/2)-p\xi\eta^2/2$. With $\int1,\eta^2,\eta^4=2,\frac23,\frac25$ the $\eta$ integral is $-(1-\frac{p\xi}2)(2\xi^2-\frac23)-\frac{p\xi}2(\frac23\xi^2-\frac25)=\frac23-\frac2{15}p\xi-2\xi^2+\frac23p\xi^3$. Using $e^p\int_1^\infty\xi^ne^{-p\xi}d\xi=\sum_{j=0}^n\frac{n!}{(n-j)!}p^{-j-1}$, the $p^{-2}$ terms $-4+4$ and the $p^{-3}$ terms $-4+4$ cancel, the constants give $\frac23-\frac2{15}$, and the $p^{-1}$ terms give $\frac23-\frac2{15}-2+2$. Both equal $\frac8{15}$, so
\begin{equation}
\langle2s|2p'\rangle=e^{-p}\,\frac{p^3+p^4}{15},\qquad\langle2s|2s'\rangle=e^{-p}\Big(1+p+\frac{p^2}3+\frac{p^4}{15}\Big), \tag{14}
\end{equation}
where for the second the part of $[1-\frac p2(\xi+\eta)][1-\frac p2(\xi-\eta)]=(1-\frac{p\xi}2)^2-\frac{p^2\eta^2}4$ times $\xi^2-\eta^2$ integrates over $\eta$ to $\frac{p^2}{10}-\frac23+\frac23p\xi+(2-\frac{p^2}3)\xi^2-2p\xi^3+\frac12p^2\xi^4$, the $\xi$ integrals turn this into $e^{-p}\big(\frac4{15}p+\frac43p^{-1}+4p^{-2}+4p^{-3}\big)$, and the prefactor is $p^3/4$; the same steps give $\langle2p|2s'\rangle=-\langle2s|2p'\rangle$ and $\langle2p|2p'\rangle=e^{-p}\big(1+p+\frac{p^2}5-\frac{2p^3}{15}-\frac{p^4}{15}\big)$. The absence of a linear term in $\langle2s|2p'\rangle$ has a direct cause: $[H,z]=-\partial_z$ gives $\langle2s|\partial_z2p\rangle=(E_{2p}-E_{2s})\langle2s|z|2p\rangle$, which is zero for degenerate levels.

At $d=0.3$ bohr $=0.1588$ \AA, $p=0.45$, and (14) gives $0.63763\times1.52023=0.96934$ for $ss'$ and $0.63763\times0.008809=0.005617$ for $sp'$. The four terms of (3), the first three by real-space quadrature and $D$ by (8), are
\begin{align*}
ss':&\quad0.97215-0.03950-0.03950+0.07618=0.96934,\\
sp':&\quad0.070857-0.051510-0.001961-0.011769=0.005617,
\end{align*}
where the first sum is that of the unrounded terms; agreement with the closed forms was tested to $10^{-8}$. In $sp'$ the smooth term is more than twelve times the result, and $D$ alone is twice its size with the opposite sign. The substitutes give $0.0365$ ($S_R$), $0.0643$ ($S_{R'}$), $0.0504$ (mean) and $0.0709$ (mixed) in place of $0.0056$. The first three depend on the projectors and hold for this set of two radial waves per $l$ only: with one, two, three and four waves per $l$ ($n=2$ to $5$) the $sp'$ error of $S_R$ is $-0.084$, $-0.031$, $-0.095$, $-0.020$ and that of $S_{R'}$ lies between $-0.059$ and $-0.063$, while the third term of (7) falls from $-0.016$ to below $10^{-6}$ in size; the exact and mixed values do not change. Equation (13) accounts for this. From (12), $n_{sp}=-n_{ps}=0.23490$ bohr$^{-1}=0.4439$ \AA$^{-1}$, and $(qM)_{sp}=0.12282$, $(qM)_{ps}=-0.02355$ bohr$^{-1}$. With $(M^Tq)_{sp}=(qM)_{ps}$, the $sp'$ slopes in bohr$^{-1}$ are
\begin{align*}
S_R&:\ -0.23490+0.12282=-0.11208, & S_{R'}&:\ -0.23490+0.02355=-0.2113,\\
\text{mean}&:\ -0.23490+0.07319=-0.16171, & \text{mixed}&:\ -0.23490,
\end{align*}
and finite differences of the directly integrated matrices confirmed (13) to $10^{-6}$ bohr$^{-1}$. Multiplied by $0.3$ bohr they give $-0.0336$, $-0.0634$, $-0.0485$, $-0.0705$, against actual errors $-0.0309$, $-0.0587$, $-0.0448$, $-0.0652$; the remainder, 8 to 9\% of each actual error, is of higher order in $d$. The true derivative coupling is zero, so each substitute creates a coupling equal to minus its slope. For the mixed form this is the slope of the smooth term, $-\langle\tilde\phi_s|\partial_z\tilde\phi_p\rangle=n_{sp}-\langle2s|\partial_z2p\rangle=n_{sp}$. The closed forms obey $\langle2p|2s'\rangle=-\langle2s|2p'\rangle$; $S_R$ breaks this, with $0.0365$ against $-0.0643$.

The diagonal errors have zero slope here in all four cases, because $n$ and $M$ connect $l$ to $l\pm1$ while $q$ is diagonal in $l$. At second order, $\Delta T=0.83573$ hartree and (11) gives $Q''_{ss}=-0.55715$ bohr$^{-2}$, which finite differences confirmed to $10^{-5}$. The mixed form then errs by $\frac12(0.3)^2(-0.55715)=-0.0251$ at leading order, and by $-0.0221$ in full. This exceeds $q_{ss}=0.01926$ in size, so $Q_{ss}=0.96934-0.97215=-0.0028$ has changed sign at a displacement of one fifth of $r_c$. The true loss of overlap is $1-0.96934=0.0307$, and $S_R$, at $0.98829$, reports $0.0117$. The $pp'$ element shows something different: $S_R$ errs by just $0.00008$. Its error is that of the mixed form, $-0.00902$, plus $q(P'-\Pi)=0.949916-0.940813=+0.00910$, and the two nearly cancel. For $ss'$ the corresponding terms, $-0.0221$ and $+0.0031$, do not cancel, and no reason for the $pp'$ cancellation is derived here. It should therefore not be assumed for other atoms or partial-wave sets; with one and with four radial waves per $l$ the $pp'$ error of $S_R$ is $-0.0018$ and $-0.0047$.

The support of $D$ shows in its decay: $D_{ss}=0.0762$, $0.0120$ and $2.3\times10^{-5}$ at $d=0.3$, $1$ and $2$ bohr, and (8) returned zero within $10^{-8}$ at $3.2$ bohr, beyond $2r_c=3$ bohr. At $d=3.5$ bohr the $ss'$ overlap is $0.36675-0.00999-0.00999+0=0.34677$, matching the closed form $0.346775$. The needed correction is $-0.0200$. $S_R$ supplies $0.36712-0.36675=+0.0004$, an error of $0.0203$ or 6\% of the overlap, and the mixed form adds the full $q_{ss}=+0.0193$ although the two augmentation functions do not touch. At the other end, the crescent part of $\langle\chi_s|\tilde\phi'_s\rangle$ grows with power $4.99$ between $d=0.01$ and $0.02$ bohr, tested against $k+2=5$, and is $-2.8\times10^{-5}$ at $0.3$ bohr, out of $-0.0395$.

The two-centre integrals $\langle\chi|\tilde\phi'\rangle$ can be avoided by re-expanding the foreign orbital in the local sphere, $\langle\chi_i|\tilde\psi'\rangle\approx\sum_kX_{ik}\Pi_k$, and likewise for the third term, leaving $D$ as the single two-centre quantity. The neglected part is $\langle\chi_i|\rho[\tilde\psi']\rangle$. Since $\chi_i$ has definite $l,m$, it picks out that component of $\rho$ alone, so what matters is radial completeness within the channels present. At $d=0.3$ bohr the $sp'$ error is $-0.0161$ with one radial wave per $l$, nearly three times the overlap itself, and $-0.00067$, or 12\% of it, with two; the $ss'$ error falls from $-0.0022$ to $-0.00007$.

That (3) needs no completeness was tested with normalized Gaussians outside the partial-wave span, $g_1$ with exponent $0.5$ bohr$^{-2}$ at $z=0.4$ bohr and $g_2$ with exponent $0.8$ bohr$^{-2}$ at $z=-0.3$ bohr. Building $T_Rg_1$ and $T_{R'}g_2$ point by point and integrating agreed with (3), evaluated in Fourier space, to $10^{-7}$ at $d=0.3$, $1.2$ and $3.5$ bohr. At $d=0.3$ bohr $\langle g_1|T_R^\dagger T_{R'}|g_2\rangle=0.4477$ and $\langle g_2|T_R^\dagger T_{R'}|g_1\rangle=0.5376$, two numbers that a Hermitian operator would make equal for real functions. At $d=0$, $T_R^\dagger T_R$ gives $0.51914$ and $S_R$ gives $0.52312$, and the right side of (6), $-0.00398$ or 0.8\% of the overlap, accounts for the gap to $10^{-7}$.

\section*{Numbers as computed}
\begin{verbatim}
Z = 3, r_c = 1.5 bohr, d = 0.3 bohr = 0.1588 Angstrom, p = Zd/2 = 0.450
u(0) AE 2s, pseudo 2s [a.u.]    3.674235  -0.197318
q 2s2s 2s3s 2p2p 2p3p           0.019255   0.005358   0.054104   0.031617
n(2s,2p) = 0.234896 1/bohr = 0.443888 1/Angstrom, n(2p,2s) = -0.234896 1/bohr
qM sp, ps [1/bohr]              0.122819  -0.023551
<p^2> 2s = 2.250000 1/bohr^2, Delta T 2s = 0.835728 hartree, Q''ss = -0.557150 1/bohr^2
<2s|2s'> = exp(-p)*(p**4/15 + p**2/3 + p + 1)
<2s|2p'> = exp(-p)*(p**4/15 + p**3/15)
<2p|2s'> = exp(-p)*(-p**4/15 - p**3/15)
<2p|2p'> = exp(-p)*(-p**4/15 - 2*p**3/15 + p**2/5 + p + 1)
series <2s|2p'> = p**3/15 ; <2s|2s'> = 1 - p**2/6
--- d = 0.3 bohr, dimensionless, columns ss' sp' ps' pp'
<ps|ps'>                        0.972154   0.070857  -0.070857   0.895812
P<chi|ps'>                     -0.039495  -0.051510   0.001961   0.020942
<ps|chi'>P'                    -0.039495  -0.001961   0.051510   0.020942
P D P'                          0.076179  -0.011769   0.011769   0.003198
four-term sum                   0.969344   0.005617  -0.005617   0.940894
closed form                     0.969344   0.005617  -0.005617   0.940894
S_R                             0.988292   0.036538  -0.064318   0.940813
  exact - S_R                  -0.018948  -0.030921   0.058701   0.000082
S_R'                            0.988292   0.064318  -0.036538   0.940813
  exact - S_R'                 -0.018948  -0.058701   0.030921   0.000082
mean S                          0.988292   0.050428  -0.050428   0.940813
  exact - mean S               -0.018948  -0.044811   0.044811   0.000082
mixed p q p'                    0.991409   0.070857  -0.070857   0.949916
  exact - mixed p q p'         -0.022065  -0.065240   0.065240  -0.009021
--- d = 3.5 bohr, dimensionless, columns ss' sp' ps' pp'
<ps|ps'>                        0.366754   0.327209  -0.327209  -0.301313
P<chi|ps'>                     -0.009990  -0.012338  -0.001517  -0.001987
<ps|chi'>P'                    -0.009990   0.001517   0.012338  -0.001987
P D P'                         -0.000000  -0.000000   0.000000  -0.000000
four-term sum                   0.346775   0.316388  -0.316388  -0.305287
closed form                     0.346775   0.316388  -0.316388  -0.305287
S_R                             0.367119   0.327652  -0.328994  -0.303642
  exact - S_R                  -0.020344  -0.011264   0.012605  -0.001644
S_R'                            0.367119   0.328994  -0.327652  -0.303642
  exact - S_R'                 -0.020344  -0.012605   0.011264  -0.001644
mean S                          0.367119   0.328323  -0.328323  -0.303642
  exact - mean S               -0.020344  -0.011934   0.011934  -0.001644
mixed p q p'                    0.386009   0.327209  -0.327209  -0.247209
  exact - mixed p q p'         -0.039234  -0.010821   0.010821  -0.058078
--- error slopes [1/bohr], columns ss' sp' ps' pp'
slope SR                        0.000000  -0.112076   0.211344   0.000000
slope SRp                      -0.000000  -0.211344   0.112076  -0.000000
slope mean                      0.000000  -0.161710   0.161710   0.000000
slope mix                      -0.000000  -0.234896   0.234896  -0.000000
exact - reexpanded, 1 per l    -0.002244  -0.016052   0.016052  -0.000081
exact - reexpanded, 2 per l    -0.000070  -0.000667   0.000667   0.000002
crescent ss' at d=0.3: -2.844e-05; power of d from 0.01, 0.02 bohr: 4.993
D ss' at d = 1.0, 2.0, 3.2 bohr: 1.2035e-02 2.2682e-05 -6.4e-14
Gaussians (exponent 1/bohr^2, centre bohr): (0.5, 0.4), (0.8, -0.3); <g1|g2> = 0.825461
d=0.3 bohr: <g1|O|g2> = 0.447715, <g2|O|g1> = 0.537619
d=0: T+T = 0.519144, S = 0.523120, residual term = -3.977e-03
\end{verbatim}
